\section*{Scissors correction in second-harmonic generation: shifted energies and the generalized derivative}

A model chain with a gap of $0.121$~Ha at the zone edge is given a scissors shift of $0.04$~Ha and driven at $\omega=0.03$~Ha. Direct solution of the driven Schr\"odinger equation gives a second-harmonic susceptibility $\chi_2=8.34$~a.u. Length-gauge perturbation theory, with the momentum matrix elements kept and every transition energy shifted, including those in the sum rule for the derivative of the dipole, gives $4.99$~a.u. Rescaling the interband velocities as well reproduces the linear susceptibility of the direct solution, $12.012$~a.u., yet gives $\chi_2=6.60$~a.u., which is $21\%$ below the direct value. The same perturbation formula with the position matrix elements and their generalized derivatives taken from the unshifted Hamiltonian, and the remaining energies shifted, gives $8.34$~a.u. Whether shifting energies implements scissors therefore depends on what is held fixed while they are shifted.

\section{The counter-example}

\subsection{Model and reference solution}

Atomic units are used, the electron charge is $-1$, electrons are independent, and the temperature is zero. The chain has period $a=6$~bohr, $G=2\pi/a=1.047$~bohr$^{-1}$, and the local Hamiltonian
\begin{equation}
H_0=\tfrac12p^2+2V_1\cos Gx+2V_2\cos(2Gx+\pi/2),
\end{equation}
with $V_1=0.06$~Ha and $V_2=0.08$~Ha. One band is filled with both spins. The basis holds 11 plane waves and the zone is sampled with 64 points. The Bloch form of an operator is $O(k)=e^{-ikx}Oe^{ikx}$, acting on periodic functions $|n\rangle=|u_{nk}\rangle$. With $P(k)$ the projector on filled bands and $\Delta$ a constant, the scissored Hamiltonian is
\begin{equation}
H^S(k)=H_0(k)+S(k),\qquad S(k)=\Delta\,[1-P(k)] .
\end{equation}
With $\omega_{nm}=\epsilon_n-\epsilon_m$, occupations $f_n\in\{0,1\}$ and $f_{mn}=f_m-f_n$, the level $n$ moves by $\Delta(1-f_n)$, so the transition energies become
\begin{equation}
\Omega_{nm}=\omega_{nm}+\Delta f_{mn}.
\end{equation}
The edge gap goes from $0.1206$ to $0.1606$~Ha ($3.28$ to $4.37$~eV).

A field $E(t)=-\dot A$ adds $+xE$ to the Hamiltonian. For $\phi=e^{-iAx}\psi$ one finds $i\dot\phi=[\dot Ax+e^{-iAx}H^Se^{iAx}+xE]\phi$; the first and last terms cancel, and the middle one is $H^S(k+A)$. The scissors operator is thus carried to $k+A$ together with $H_0$. The reference solution takes $A=A_0\cos\omega t$, finds the Floquet states of $H^S(k+A(t))$ that connect to the filled band, averages the current operator $-\partial_kH^S$ at $k+A$, and extrapolates to $A_0\to0$. No position matrix element and no sum rule enters it. The conventions are $E(t)=Ee^{-i\omega t}+\mathrm{c.c.}$, $\mathcal P(\omega)=\chi_1E$, $\mathcal P(2\omega)=\chi_2E^2$, with $\mathcal P$ the dipole per unit length. For non-interacting chains on a square lattice of spacing 6~bohr, with $\mathcal P_{3D}=\epsilon_0\chi^{(2)}E^2$, one atomic unit of $\chi_2$ equals $0.679$~pm/V.

\subsection{Position, velocity and the sum rule}

Cartesian indices $a,b$ are kept here because the general statement needs them. For a wave packet $\psi=\int d\mathbf k\,e^{i\mathbf k\cdot\mathbf x}u_{\mathbf k}$, integration by parts gives $x^a\psi=\int d\mathbf k\,e^{i\mathbf k\cdot\mathbf x}\,i\partial_au_{\mathbf k}$, so $x^a=i\partial_a$ and, for a lattice-periodic operator,
\begin{equation}
[x^a,O]=i\,\partial_aO,\qquad v^a=i[H,x^a]=\partial_aH .
\end{equation}
Define $\xi^a_{nm}=i\langle n|\partial_am\rangle$. Then $\langle l|\partial_am\rangle=-i\xi^a_{lm}$, and orthonormality gives $\langle\partial_an|l\rangle=-\langle n|\partial_al\rangle=i\xi^a_{nl}$. Differentiating $O_{nm}=\langle n|O|m\rangle$ and inserting complete sets yields $\partial_a(O_{nm})=(\partial_aO)_{nm}+i[\xi^a,O]_{nm}$. For nondegenerate bands $\xi^a$ splits into its diagonal and the interband part $r^a$, with $r^a_{nn}=0$, and
\begin{align}
(\partial_aO)_{nm}&=O_{nm;a}-i[r^a,O]_{nm},\label{master}\\
O_{nm;a}&=\partial_a(O_{nm})-i(\xi^a_{nn}-\xi^a_{mm})O_{nm}.\label{gen}
\end{align}
Equation~\eqref{gen} defines the generalized derivative. Taking $O=H$, whose matrix is diagonal, \eqref{master} gives $v^a_{nn}=\partial_a\epsilon_n$ and, for $n\ne m$, $v^a_{nm}=-ir^a_{nm}(\epsilon_m-\epsilon_n)=i\omega_{nm}r^a_{nm}$. Hence $\partial_a\omega_{nm}=D^a_{nm}\equiv v^a_{nn}-v^a_{mm}$.

Now take $O=v^b$, $n\neq m$, and write $w^{ab}=\partial_a\partial_bH$. The product rule gives $v^b_{nm;a}=iD^a_{nm}r^b_{nm}+i\omega_{nm}r^b_{nm;a}$. In $[r^a,v^b]_{nm}=\sum_l(r^a_{nl}v^b_{lm}-v^b_{nl}r^a_{lm})$ the terms with a diagonal velocity are $r^a_{nm}v^b_{mm}-v^b_{nn}r^a_{nm}=-D^b_{nm}r^a_{nm}$, and in the others $v^b=i\omega r^b$. Therefore
\begin{equation*}
w^{ab}_{nm}=iD^a_{nm}r^b_{nm}+i\omega_{nm}r^b_{nm;a}+iD^b_{nm}r^a_{nm}+\sum_l(\omega_{lm}r^a_{nl}r^b_{lm}-\omega_{nl}r^b_{nl}r^a_{lm}),
\end{equation*}
and multiplication by $-i$ gives the sum rule, valid for any $H(\mathbf k)$ with its own eigenvalues:
\begin{align}
\omega_{nm}r^b_{nm;a}={}&-iw^{ab}_{nm}-D^a_{nm}r^b_{nm}-D^b_{nm}r^a_{nm}\nonumber\\
&+i\sum_l(\omega_{lm}r^a_{nl}r^b_{lm}-\omega_{nl}r^b_{nl}r^a_{lm}).\label{sum}
\end{align}
For the local $H_0$, $w^{ab}=\delta_{ab}$ times the unit operator, so $w^{ab}_{nm}=0$ for $n\ne m$; \eqref{sum} without $w$ is the local sum rule. In a fixed plane-wave set $H_0(k)$ is a constant matrix plus $\mathrm{diag}\,\frac12(k+G_j)^2$, so the rule holds within the finite basis when all its bands are summed.

\subsection{The perturbation formula}

For the chain the indices are dropped and $;k$ denotes the generalized derivative. Every object below belongs to the Hamiltonian that is driven, with transition energies $\Omega_{nm}$ and interband velocity $i\Omega_{nm}r_{nm}$. From $i\dot\rho=[H^S+xE,\rho]$ and \eqref{master},
\begin{equation}
i\dot\rho_{nm}=\Omega_{nm}\rho_{nm}+E(t)\{i\rho_{nm;k}+[r,\rho]_{nm}\}.\label{eom}
\end{equation}
At zeroth order $\rho^{(0)}_{nm}=f_n\delta_{nm}$, independent of $k$ in an insulator, so the source is $[r,\rho^{(0)}]_{nm}=r_{nm}f_{mn}$ and
\begin{equation}
\rho^{(1)}_{nm}=E\,\frac{f_{mn}r_{nm}}{\omega-\Omega_{nm}} .
\end{equation}
The $2\omega$ component at second order is driven by $Ee^{-i\omega t}$ times $\rho^{(1)}e^{-i\omega t}$. For $n,m$ on opposite sides of the gap,
\begin{align}
\rho^{(2)}_{nm}&=E\,\frac{i\rho^{(1)}_{nm;k}+[r,\rho^{(1)}]_{nm}}{2\omega-\Omega_{nm}},\label{rho2}\\
\rho^{(1)}_{nm;k}&=Ef_{mn}\left[\frac{r_{nm;k}}{\omega-\Omega_{nm}}+\frac{r_{nm}D_{nm}}{(\omega-\Omega_{nm})^2}\right],
\end{align}
the second term coming from $\partial_k(\omega-\Omega)^{-1}=D\,(\omega-\Omega)^{-2}$. Unitary evolution keeps $\rho^2=\rho$. Its second-order $2\omega$ component is $(f_n+f_m)\rho^{(2)}_{nm}+(\rho^{(1)}\rho^{(1)})_{nm}=\rho^{(2)}_{nm}$, which gives $\rho^{(2)}=+\rho^{(1)}\rho^{(1)}$ between two empty bands and $-\rho^{(1)}\rho^{(1)}$ between two filled ones.

The current is $J=-2\int\frac{dk}{2\pi}\mathrm{Tr}(v\rho)$, the 2 counting spin, and $J=\dot{\mathcal P}$ gives $J(p\omega)=-ip\omega\mathcal P(p\omega)$. At first order a pair $c,v$ (empty, filled) with $\Omega=\Omega_{cv}$ contributes $-i\Omega|r_{cv}|^2E[(\omega-\Omega)^{-1}+(\omega+\Omega)^{-1}]=2i\omega\Omega|r_{cv}|^2E/(\Omega^2-\omega^2)$ to the trace. Hence
\begin{align}
\chi_1&=2\int\frac{dk}{2\pi}\sum_{cv}\frac{2\Omega_{cv}|r_{cv}|^2}{\Omega_{cv}^2-\omega^2},\label{chi1}\\
\chi_2&=2\int\frac{dk}{2\pi}\,\frac{\mathrm{Tr}(v\rho^{(2)})}{2i\omega E^2}.\label{chi2}
\end{align}

The generalized derivative enters \eqref{chi2} in one place. With $v_{mn}=-i\Omega_{nm}r_{mn}$ that part of $\mathrm{Tr}(v\rho^{(2)})/E^2$ is $\sum f_{mn}\Omega_{nm}r_{mn}r_{nm;k}/[(2\omega-\Omega_{nm})(\omega-\Omega_{nm})]$. Put $Y=r_{vc}r_{cv;k}$. Since $r$ is Hermitian, the $vc$ term contains $Y^*$, and its signs $f_{cv}=-1$, $\Omega_{vc}=-\Omega$ cancel, so a pair gives
\begin{equation*}
\frac{\Omega Y}{(2\omega-\Omega)(\omega-\Omega)}+\frac{\Omega Y^*}{(2\omega+\Omega)(\omega+\Omega)} .
\end{equation*}
Time reversal, $H(-k)=H(k)^*$ in position space, allows $u_{n,-k}=u_{nk}^*$. Then $\xi_{nm}(-k)=i\langle u_n^*|{-\partial_k}u_m^*\rangle=\xi_{nm}(k)^*$, and both terms of \eqref{gen} give $r_{nm;k}(-k)=-r_{nm;k}(k)^*$. So $Y(-k)=-Y(k)^*$: the real part is odd and integrates to zero, leaving $Y\to i\,\mathrm{Im}Y$, $Y^*\to-i\,\mathrm{Im}Y$. The difference of the two fractions has numerator $(2\omega^2+3\omega\Omega+\Omega^2)-(2\omega^2-3\omega\Omega+\Omega^2)=6\omega\Omega$ over $(\Omega^2-4\omega^2)(\Omega^2-\omega^2)$. Division by $2i\omega$ gives
\begin{equation}
\chi_2^{\rm der}=2\int\frac{dk}{2\pi}\sum_{cv}\frac{3\Omega_{cv}^2\,|r_{cv}|^2\,\mathrm{Im}(r_{cv;k}/r_{cv})}{(\Omega_{cv}^2-4\omega^2)(\Omega_{cv}^2-\omega^2)} .\label{der}
\end{equation}
A change of band phases multiplies $r_{cv}$ and $r_{cv;k}$ by the same factor, so the length $\mathrm{Im}(r_{cv;k}/r_{cv})$ is gauge invariant.

\subsection{Three recipes}

Equations \eqref{chi1} and \eqref{chi2} are evaluated with energies $\Omega$ and three choices of $r$ and $r_{;k}$, where $p_{nm}$ is the velocity of $H_0$.

\begin{itemize}
\item[A.] Momenta kept: $r^A=p/(i\Omega)$, and $r^A_{;k}$ from the local sum rule with $r^A$ and $\Omega$.
\item[B.] Velocities rescaled by $\Omega/\omega_{nm}$, so that $r=p/(i\omega_{nm})$, and $r^B_{;k}$ from the local sum rule with $\Omega$.
\item[C.] $r=p/(i\omega_{nm})$, and $r_{;k}$ from the local sum rule with the unshifted $\omega_{nm}$.
\end{itemize}

At $k=0.4G$, for the filled band and the lowest empty band, $\omega_{cv}=0.16204$~Ha and $\Omega_{cv}=0.20204$~Ha, with ratio $0.80202$. The dipole is $|r_{cv}|=2.370$~bohr, and recipe A shrinks it to $0.80202\times2.370=1.901$~bohr. By \eqref{chi1}, the ratio of $\chi_1$ in A to $\chi_1$ in C is an average of $(\omega_{cv}/\Omega_{cv})^2$ with positive weights. That factor is $(0.1206/0.1606)^2=0.564$ at the zone edge and $0.802^2=0.643$ at $0.4G$; the computed ratio, $7.231/12.012=0.602$, lies between them. Recipes B and C share $r$ and $\Omega$, so they share $\chi_1=12.012$~a.u., which is the Floquet value.

For B, subtract the two local sum rules. They have the same $r$ and $D$, and $\Omega_{lv}-\Omega_{cl}=\omega_{lv}-\omega_{cl}+\Delta(f_{vl}-f_{lc})$, so
\begin{equation}
r^B_{cv;k}=\frac{\omega_{cv}}{\Omega_{cv}}\,r_{cv;k}+\frac{i\Delta}{\Omega_{cv}}\sum_l(f_{vl}-f_{lc})\,r_{cl}r_{lv},\label{rB}
\end{equation}
where $f_{vl}-f_{lc}$ is $+1$ for an empty intermediate band and $-1$ for a filled one. The value of $r_{cv;k}$ from recipe C agrees with the definition \eqref{gen}, evaluated by finite differences on the eigenvectors of $H^S$, and gives $\mathrm{Im}(r_{cv;k}/r_{cv})=0.09092$~bohr. Recipe B gives $0.80202\times0.09092=0.07292$~bohr from the first term of \eqref{rB} and $0.00143$~bohr from the second, in total $0.0744$~bohr, which is $18\%$ below the true length.

The zone integrals at $\omega=0.03$~Ha, in atomic units, are as follows.
\begin{center}
\begin{tabular}{lcccc}
 & $\chi_2^{\rm der}$ & other parts & $\chi_2$ & ratio to C\\
C & $8.841$ & $-0.499$ & $8.342$ & $1$\\
B & $7.103$ & $-0.499$ & $6.604$ & $0.792$\\
A & $5.406$ & $-0.415$ & $4.991$ & $0.598$
\end{tabular}
\end{center}
The totals are unchanged to the digits shown with 17 plane waves or with meshes of up to 4096 points. The split between the first two columns converges more slowly: with 256 or more points each $\chi_2^{\rm der}$ rises by $0.003$~a.u.\ (to $8.844$, $7.106$ and $5.409$) and each entry under other parts falls by the same amount. The Floquet value is $8.342$~a.u.; without scissors $\chi_2=15.54$~a.u. On the lattice of chains these are $5.66$~pm/V (C and Floquet), $4.48$~pm/V (B), $3.39$~pm/V (A) and $10.55$~pm/V (no scissors). B and C differ in $\chi_2^{\rm der}$ alone, by $7.103-8.841=-1.738$~a.u., because their other parts are built from the same $r$, $D$ and $\Omega$. In this chain $\chi_2^{\rm der}$ outweighs the other parts, so its ratio $7.10/8.84=0.80$ is close to the ratio $0.79$ of the totals.

\section{The general statement}

Let $H_0$ describe independent electrons in an insulator in any dimension, with nondegenerate bands at the $\mathbf k$ considered, let $S=\Delta(1-P)$ with constant $\Delta$ and an open gap, and let $W^{ab}=\partial_a\partial_bS$.

\begin{enumerate}
\item $r^a_{nm}$, $r^b_{nm;a}$, $v^a_{nn}$ and $D^a_{nm}$ are the same for $H^S$ as for $H_0$, while $v^{S,a}_{nm}=i\Omega_{nm}r^a_{nm}$ for $n\neq m$.
\item The second-order response of $H^S$, written in terms of $r$, $r_{;a}$, $v_{nn}$, $D$ and transition energies as it comes from the equation of motion \eqref{eom}, with no use of the local sum rule, follows from that of $H_0$ by $\omega_{nm}\to\Omega_{nm}$.
\item If $r^b_{;a}$ is computed from \eqref{sum} with shifted energies, the term $-iW^{ab}_{nm}$ must be included, where
\begin{equation}
W^{ab}_{nm}=i\Delta f_{mn}r^b_{nm;a}+\Delta\sum_l(f_{ml}r^a_{nl}r^b_{lm}-f_{ln}r^b_{nl}r^a_{lm}),\label{W}
\end{equation}
and omitting it gives $r^{b,B}_{nm;a}=r^b_{nm;a}+iW^{ab}_{nm}/\Omega_{nm}$.
\item For a chain with time reversal and $2\omega$ below the scissored gap,
\begin{equation}
\chi_2^B-\chi_2^C=2\int\frac{dk}{2\pi}\sum_{cv}\frac{3\Omega_{cv}\,\mathrm{Re}(r_{vc}W_{cv})}{(\Omega_{cv}^2-4\omega^2)(\Omega_{cv}^2-\omega^2)} .\label{err}
\end{equation}
\end{enumerate}

\subsection{Proof}

\emph{Part 1.} $S$ is diagonal in the eigenbasis of $H_0$, so $H^S$ has the same eigenvectors. The matrix $\xi^a$, and with it $r^a$ and, by \eqref{gen}, $r^b_{;a}$, is defined by eigenvectors without reference to energies. For the velocity, apply \eqref{master} to $S_{nm}=\Delta(1-f_n)\delta_{nm}$. Its generalized derivative vanishes because $\Delta$ and $f_n$ do not depend on $\mathbf k$, which leaves
\begin{equation}
(\partial_bS)_{nm}=-ir^b_{nm}\,\Delta[(1-f_m)-(1-f_n)]=i\Delta f_{mn}r^b_{nm}.\label{dS}
\end{equation}
The diagonal is zero, so $v_{nn}$ and $D$ are unchanged, and off the diagonal $i\omega_{nm}r+i\Delta f_{mn}r=i\Omega_{nm}r$. A local potential has $\partial_bV(\mathbf k)=0$; \eqref{dS} shows that $S$ does not commute with position wherever an interband dipole across the gap is nonzero. Recipe A omits \eqref{dS}, and in the sum rule it also omits the term $W$ of part 3.

\emph{Part 2.} In several dimensions the field term of \eqref{eom} is $\sum_aE^a\{i\rho_{nm;a}+[r^a,\rho]_{nm}\}$. Then $\rho^{(1)}$ contains $r$ and $\Omega$; $\rho^{(2)}$ contains in addition $r_{;a}$ and $\partial_a\Omega=D^a$; the current operator contains $i\Omega r$ and $v_{nn}$. By part 1 everything on this list except the transition energies is common to $H_0$ and $H^S$. This is recipe C. The energies that appear inside the local sum rule are not response denominators: they are a means of evaluating $r_{;a}$ from the eigenproblem of $H_0$, and they stay unshifted.

\emph{Part 3.} Apply \eqref{master} to $O=\partial_bS$ of \eqref{dS}. The generalized derivative is $i\Delta f_{mn}r^b_{nm;a}$. The commutator gives $-ir^a_{nl}\,(i\Delta f_{ml}r^b_{lm})=\Delta f_{ml}r^a_{nl}r^b_{lm}$ and $+i(i\Delta f_{ln}r^b_{nl})\,r^a_{lm}=-\Delta f_{ln}r^b_{nl}r^a_{lm}$, which is \eqref{W}. The sum rule \eqref{sum} holds for $H^S$ with $\omega\to\Omega$ and $w\to w+W$. Relative to the rule for $H_0$, its left side gains $\Delta f_{mn}r^b_{nm;a}$. Its right side gains $i\Delta\sum_l(f_{ml}r^a_{nl}r^b_{lm}-f_{ln}r^b_{nl}r^a_{lm})$ from $\Omega_{lm}$ and $\Omega_{nl}$, and
\begin{equation*}
-iW^{ab}_{nm}=\Delta f_{mn}r^b_{nm;a}-i\Delta\sum_l(f_{ml}r^a_{nl}r^b_{lm}-f_{ln}r^b_{nl}r^a_{lm}).
\end{equation*}
The two sums cancel and the remainder equals the gain on the left, so the complete shifted rule is the unshifted rule. Dropping $-iW$ from the right side gives $\Omega r^{B}_{;a}=\Omega r_{;a}+iW$. Inserting \eqref{W} for $n=c$, $m=v$ turns $r_{;a}$ into $(1-\Delta/\Omega_{cv})r_{;a}=(\omega_{cv}/\Omega_{cv})r_{;a}$ and returns \eqref{rB}. Since $\partial_a\partial_bS=-[x^a,[x^b,S]]$, the missing term is the double commutator of the nonlocal operator with position. Rescaling the velocity accounts for the single commutator \eqref{dS}, which suffices for \eqref{chi1} because no generalized derivative appears there.

\emph{Part 4.} B and C differ in $r_{;k}$ alone, and \eqref{der} is linear in $\mathrm{Im}(r_{vc}r_{cv;k})$. Its derivation carries over to the difference $iW_{nm}/\Omega_{nm}$ if that difference has the two symmetries used. It is Hermitian, because $W$ is Hermitian and $(iW_{cv}/\Omega)^*=iW_{vc}/(-\Omega)$. Differentiating $S(-k)=S(k)^*$ twice gives $W_{nm}(-k)=W_{nm}(k)^*$, so $iW_{cv}(-k)/\Omega=-[iW_{cv}(k)/\Omega]^*$. With $\mathrm{Im}(r_{vc}\,iW_{cv}/\Omega)=\mathrm{Re}(r_{vc}W_{cv})/\Omega$, \eqref{der} becomes \eqref{err}.

\subsection{Checks and limits}

The numerical check below compares parts 1 and 3 with finite differences of the eigenvectors of $H^S$ and of the projector, for the lowest bands at one $\mathbf k$ of the chain and of a two-dimensional crystal with two filled bands and all index pairs $ab$. The identities hold to $2\times10^{-9}$ and $4\times10^{-10}$, relative to the largest element compared. The rule without $W$ is off by $0.198$ of the largest cross-gap element in the chain, and by $0.138$ for the least affected index pair in two dimensions. Equation~\eqref{err}, with $W$ taken from differences of the projector, gives $-1.738$~a.u.\ at $\omega=0.03$~Ha, the value found in the table, and $-2.17$~a.u.\ at $0.045$~Ha, where C and the Floquet solution give $10.329$~a.u.\ and B gives $8.158$~a.u. With two filled bands at $0.03$~Ha, and 80 points in the zone, C and the Floquet solution give $-5.003$~a.u., B gives $-4.152$~a.u.\ and \eqref{err} gives $+0.851$~a.u. The response itself was tested in one dimension; its tensor form rests on part 2 of the proof.

The error \eqref{err} vanishes at $\Delta=0$, where $W=0$, and has a finite static limit, $2\int\frac{dk}{2\pi}\sum3\,\mathrm{Re}(r_{vc}W_{cv})/\Omega_{cv}^3=-1.49$~a.u.\ for the chain. Recipe B therefore differs from C by no low-frequency divergence that could expose it. Between $\omega=0.002$ and $0.07$~Ha, $\chi_2^C$ grows from $7.21$ to $25.0$~a.u., while the ratio B/C moves from $0.7929$ to $0.7822$ and A/C from $0.6005$ to $0.5825$. In this model and over this frequency range the wrong recipes keep the dispersion nearly intact and rescale the magnitude.

Each assumption enters at a definite place. If the shift depends on $\mathbf k$ or on the band, $S_{nm}=\Delta_n(\mathbf k)\delta_{nm}$, the eigenvectors, $r$ and $r_{;a}$ still survive, the transition energies become $\omega_{nm}+\Delta_n-\Delta_m$, and \eqref{master} gives $(\partial_bS)_{nn}=\partial_b\Delta_n$: $v^b_{nn}$ changes by $\partial_b\Delta_n$ and $D^b_{nm}$ by $\partial_b(\Delta_n-\Delta_m)$, so both stay unchanged when the shift depends on the band alone. If the correction to $H_0$ has off-diagonal elements, the eigenvectors change and part 1 fails. If $H_0$ is itself nonlocal, its off-diagonal $w^{ab}$ must be kept in \eqref{sum} and $r$ must be formed from $\partial_aH_0$ in place of $p$; parts 1 to 3 are then unaffected, since their proof does not use $w^{ab}_{nm}=0$. At band degeneracies $r_{nm}=v_{nm}/(i\omega_{nm})$ is undefined within the degenerate set and the band-by-band formulas need modification. Partly filled bands make $f_n$ depend on $\mathbf k$, which spoils both $\rho^{(0)}_{;a}=0$ and \eqref{dS}. Electron--hole attraction and local fields lie outside the independent-particle treatment.

\section*{Computed results}
\begin{verbatim}
a = 6.0 bohr, G = 1.04720 1/bohr, V1 = 0.06 Ha, V2 = 0.08 Ha, phase pi/2
plane waves = 11, k points = 64, chain spacing = 6.0 bohr
Delta = 0.04 Ha = 1.088 eV, w = 0.03 Ha = 0.816 eV
gap at zone edge = 0.12062 Ha = 3.282 eV
scissored gap = 0.16062 Ha = 4.371 eV
1 a.u. of chain chi2 = 0.67883 pm/V
2D, 2 filled: identities max rel err 4.3e-10; rule without W min rel err 0.138
1D, 1 filled: identities max rel err 1.6e-09; rule without W min rel err 0.198
k = 0.4 G: om_cv = 0.16204 Ha, Om_cv = 0.20204 Ha, om/Om = 0.80202
  |r_cv| = 2.36975 bohr, recipe A |r_cv| = 1.90059 bohr
  Im(r_cv;k/r_cv) exact = 0.09092 bohr
  Im(r_cv;k/r_cv) recipe B = 0.07436 bohr
    rescaled piece = 0.07292 bohr, three-band piece = 0.00143 bohr
filled 1, Delta 0.0 Ha, w 0.03 Ha, nk 64: chi2 C 15.5367, Floquet 15.5367 a.u.
filled 1, Delta 0.04 Ha, w 0.03 Ha, nk 64: chi2 C 8.3420, Floquet 8.3420 a.u.
    chi2 B 6.6043, A 4.9910, error formula -1.7377 a.u.
filled 1, Delta 0.04 Ha, w 0.045 Ha, nk 64: chi2 C 10.3286, Floquet 10.3286 a.u.
    chi2 B 8.1581, A 6.1467, error formula -2.1705 a.u.
filled 2, Delta 0.04 Ha, w 0.03 Ha, nk 80: chi2 C -5.0027, Floquet -5.0028 a.u.
    chi2 B -4.1515, A -3.2037, error formula 0.8512 a.u.
worked example, 1 filled band, w = 0.03 Ha:
  chi1 no scissors = 15.8512 a.u., Floquet scissored = 12.0121 a.u.
  chi1 C = B = 12.0121 a.u., A = 7.2312 a.u., A/C = 0.6020
  chi2 no scissors = 15.5367 a.u. = 10.547 pm/V
  chi2 Floquet = 8.3420 a.u. = 5.663 pm/V
  chi2 C = 8.3420 a.u. = 5.663 pm/V, ratio to C = 1.0000
    r;k part = 8.8408 a.u., other parts = -0.4988 a.u.
  chi2 B = 6.6043 a.u. = 4.483 pm/V, ratio to C = 0.7917
    r;k part = 7.1031 a.u., other parts = -0.4988 a.u.
  chi2 A = 4.9910 a.u. = 3.388 pm/V, ratio to C = 0.5983
    r;k part = 5.4058 a.u., other parts = -0.4148 a.u.
w (Ha), chi2 C, B, A (a.u.), B/C, A/C
  0.002 7.2058 5.7138 4.3270 0.7929 0.6005
  0.015 7.4589 5.9123 4.4751 0.7927 0.6000
  0.030 8.3420 6.6043 4.9910 0.7917 0.5983
  0.045 10.3286 8.1581 6.1467 0.7899 0.5951
  0.060 15.2547 11.9970 8.9913 0.7864 0.5894
  0.070 24.9951 19.5503 14.5597 0.7822 0.5825
static limit of error formula = -1.4911 a.u.
\end{verbatim}
